\section*{Frequency Steps and Mass Uptake on a Quartz Crystal During Gas Switching}

\section{The reading}

\textbf{Q:} I have the record of a quartz crystal in a model deposition reactor. Two pulses, A and B, alternate. Between the moment before valve B opens and the end of dose B, the frequency falls by $1.10$ Hz. A heavier crystal oscillates more slowly, and the sensitivity is $0.0814$ Hz per ng/cm$^2$. So pulse B deposits $1.10/0.0814=13.5$ ng/cm$^2$. What is there to discuss?

\textbf{A:} The direction of the inference. Added mass lowers the frequency, but a lower frequency implies added mass only if nothing else has changed. Let us first see where your sensitivity comes from, because the same calculation shows what else can enter.

Take an AT-cut plate of thickness $h$, density $\rho_q$ and shear modulus $\mu_q$, vibrating in thickness shear. I neglect piezoelectric stiffening and write the displacement as $u(z)e^{i\omega t}$. The wave equation is $\mu_q u''+\rho_q\omega^2u=0$. With the face $z=h$ free of stress, $u'(h)=0$, so
\begin{equation}
u=U\cos[k(z-h)],\qquad k=\frac{\omega}{v},\qquad v=\sqrt{\frac{\mu_q}{\rho_q}} .
\end{equation}
At $z=0$ a load resists the motion with a force per area $-Z\,i\omega u(0)$, where $Z$ is its mechanical impedance. The outward normal there points along $-z$, so the stress on that face is $-\mu_qu'(0)$. Equating the two gives
\begin{equation}
\mu_q u'(0)=i\omega Z\,u(0).
\end{equation}
Now $u'(0)=kU\sin kh$ and $u(0)=U\cos kh$. Also $\mu_qk=\omega\mu_q/v=\omega Z_q$, with $Z_q=\sqrt{\rho_q\mu_q}$. Hence
\begin{equation}
\tan kh=\frac{iZ}{Z_q}.
\end{equation}
Without a load the fundamental has $kh=\pi$, that is, $f_0=v/2h$. For a small load put $f=f_0+\delta f$. Then $kh=\pi+\pi\,\delta f/f_0$, the tangent is $\pi\,\delta f/f_0$ to first order, and
\begin{equation}
\delta f=\frac{i f_0Z}{\pi Z_q}. \label{eq:load}
\end{equation}
The real part is the frequency shift. A positive imaginary part means decay, since the time factor is $e^{2\pi i f t}$.

\textbf{Q:} And a film?

\textbf{A:} A thin rigid film of mass per area $m$ moves with the surface. The force needed to accelerate it is $m$ times $i\omega$ times the surface velocity, so $Z=i\omega m$. With $\omega\simeq2\pi f_0$,
\begin{equation}
\delta f=\frac{i f_0(2\pi i f_0m)}{\pi Z_q}=-\frac{2f_0^2}{Z_q}m\equiv-Sm .
\end{equation}
For $f_0=6$ MHz and $Z_q=8.842\times10^6$ kg/(m$^2$\,s), this gives $8.14\times10^6$ Hz\,m$^2$/kg. Since 1 ng/cm$^2$ is $10^{-8}$ kg/m$^2$, $S=0.0814$ Hz per ng/cm$^2$, as you used.

The derivation held $f_0$ fixed. If the bare plate itself changes, $f_0\to f_0(1+\varepsilon)$, then
\begin{equation}
\delta f=f_0\varepsilon+\frac{i f_0Z}{\pi Z_q},
\end{equation}
because the effect of $\varepsilon$ on the second term is a product of two small quantities. A finite-element solution of the plate with a changed stiffness, a film and a resistive load together gave $-21.44+21.60i$ Hz, with a mesh error of $0.01$ Hz in the real part; this sum gives $-21.43+21.60i$ Hz, which is also the exact root of $\tan kh=iZ/Z_q$ to these digits. The counter sees the real part of the sum, not its terms.

\section{Temperature}

\textbf{Q:} AT-cut crystals are chosen because temperature hardly affects them.

\textbf{A:} That holds near a turnover of the frequency-temperature curve. Let $\theta=T-T_{\rm ref}$ and take the model curve
\begin{equation}
\frac{f}{f_0}=1+a\theta+c\theta^3,\qquad
f_T\equiv\frac{df}{dT}=f_0(a+3c\theta^2),
\end{equation}
with $a=-10^{-6}$ K$^{-1}$, $c=10^{-10}$ K$^{-3}$ and $T_{\rm ref}=25\,^\circ$C. The slope vanishes at $\theta=\pm\sqrt{-a/3c}=\pm57.7$ K, so the upper turnover is at $82.7\,^\circ$C. Your crystal idles at $149.2\,^\circ$C, where $f_T=21.8$ Hz/K. A change of $S/f_T=3.7$ mK then moves the frequency as much as 1 ng/cm$^2$ does.

\textbf{Q:} So heating during the dose looks like uptake.

\textbf{A:} Not at this temperature. The slope is positive, so heating raises the frequency and looks like mass loss; cooling looks like uptake. Between the two turnovers the slope is negative and the signs are reversed. At $50\,^\circ$C it is $-4.88$ Hz/K, and uniform heating by $0.05$ K lowers the frequency by $0.24$ Hz, an apparent uptake of $3$ ng/cm$^2$. These signs hold for a uniform change of temperature. If the centre of a rim-held plate warms more than its rim, the resulting compression raises the frequency of an AT cut and can outweigh this term.

\textbf{Q:} My holder is regulated at $150\,^\circ$C. Why should the crystal temperature change at all?

\textbf{A:} The regulator controls the holder, while the crystal also exchanges heat with the gas. Let $C$ be the plate's heat capacity per area, $G_h$ the effective conductance to the holder and $G_g$ that to gas at temperature $T_g$. With heat input $q$ from the reaction,
\begin{equation}
C\frac{dT}{dt}=-G_h(T-T_h)-G_g(T-T_g)+q. \label{eq:heat}
\end{equation}
For constant $G_g$ and $q=0$, setting the left side to zero gives
\begin{equation}
T_{\rm ss}=\frac{G_hT_h+G_gT_g}{G_h+G_g}
=T_h-\frac{G_g}{G_h+G_g}(T_h-T_g).
\end{equation}
A new gas composition, flow or pressure can change $G_g$. Suppose it goes from $G_p$ in the purge to $G_d$ in the dose. The steady temperature then moves by
\begin{align}
D&=-(T_h-T_g)\left[\frac{G_d}{G_h+G_d}-\frac{G_p}{G_h+G_p}\right]\nonumber\\
&=-(T_h-T_g)\frac{G_h(G_d-G_p)}{(G_h+G_d)(G_h+G_p)} .
\end{align}
In the second line the products $G_dG_p$ have cancelled in the numerator. The model has $T_h-T_g=20$ K, $G_h=100$, $G_p=4$ and $G_d=5$ W/(m$^2$\,K), so $D=-20\times100/(105\times104)=-0.183$ K. No reaction is involved. The value of $G_d$ is chosen for illustration and presumes a change of composition or flow: where conduction is near the continuum limit, as $G_p=4$ W/(m$^2$\,K) at 100 Pa implies, doubling the pressure of the same gas raises $G_g$ by only a few per cent.

\textbf{Q:} A thermal effect would drift. If my signal levelled off in a longer dose, would that not prove a saturating surface reaction?

\textbf{A:} A thermal signal levels off too, once the dose is long compared with $\tau_d=C/(G_h+G_d)$. Here $C=663$ J/(m$^2$\,K) and $\tau_d=6.3$ s. In a very long dose the thermal term alone would level off $21.8\times0.183=4.0$ Hz below the start, an apparent $49$ ng/cm$^2$ with no film. A plateau is therefore no proof of saturation.

Your doses last $t_d=2$ s and your purges $t_p=18$ s, so I need the periodic state. Measure temperature from the steady purge value: $x=T-T_{{\rm ss},p}$. Let $x_0$ be its value when a dose begins and $x_1$ when it ends. With $e_2=e^{-t_d/\tau_d}$, $e_1=e^{-t_p/\tau_p}$ and $\tau_p=C/(G_h+G_p)$, exponential relaxation gives
\begin{equation}
x_1=D+(x_0-D)e_2,\qquad x_0=e_1x_1 .
\end{equation}
The second relation states that the purge returns the plate to where the dose began. Inserting it in the first gives $x_1(1-e_1e_2)=D(1-e_2)$, and the step during the dose is
\begin{equation}
x_1-x_0=(1-e_1)x_1=D\,\frac{(1-e_1)(1-e_2)}{1-e_1e_2}. \label{eq:step}
\end{equation}
With $e_1=0.0594$ and $e_2=0.7286$ this is $-0.0489$ K, in agreement with direct integration of the heat balance. The frequency falls by $21.78\times0.04888=1.065$ Hz, which reads as $13.1$ ng/cm$^2$. For long doses and purges, $e_1,e_2\to0$ and the step tends to $D$. For $t_d\ll\tau_d$ it shrinks in proportion to $t_d$.

\textbf{Q:} You treat the plate as having one temperature.

\textbf{A:} Through the thickness that is justified. The internal resistance $h/k_q$ is $278\times10^{-6}/6=4.6\times10^{-5}$ m$^2$K/W, against $1/G_h=10^{-2}$ m$^2$K/W. For the first dose from idle, a calculation resolving the thickness gives a mean step of $-0.04975$ K, and the one-temperature model $-0.04971$ K. Neither treats gradients along the plate, which stress it and shift the frequency further. In a crystal held at its rim this is not a small correction: a centre that cools a few hundredths of a kelvin more than the plate average carries a stress of order $10$ kPa, and with a stress coefficient near $3\times10^{-11}$ Pa$^{-1}$ that is one to two hertz, as much as the step just calculated. Such a crystal needs a measurement of that effect.

\section{Pressure}

\textbf{Q:} The dose also raises the pressure from 100 to 200 Pa. Is the gas itself a load?

\textbf{A:} Yes, but a weak one here. Suppose the time between collisions of the molecules is long compared with $1/\omega$. Molecules of mass $m_g$ then arrive with zero mean tangential velocity and, if scattered diffusely, leave with the surface velocity. At number density $n$ the arrival rate per area is
\begin{equation}
n\int_0^\infty v\sqrt{\frac{m_g}{2\pi k_BT}}\,e^{-m_gv^2/2k_BT}dv
=n\sqrt{\frac{k_BT}{2\pi m_g}},
\end{equation}
since the integral of $v\,e^{-m_gv^2/2k_BT}$ is $k_BT/m_g$. Each molecule removes $m_g$ times the surface velocity, so with $n=p/k_BT$
\begin{equation}
Z=m_gn\sqrt{\frac{k_BT}{2\pi m_g}}=p\sqrt{\frac{m_g}{2\pi k_BT}} .
\end{equation}
This is real. By Eq.~\eqref{eq:load} it gives damping, $0.049$ Hz at 200 Pa, and no first-order frequency shift. With $\eta$ the gas viscosity, $\eta/p$ estimates the collision time, and $\omega\eta/p=3.8$. This exceeds 1, but not by much: by this estimate the collision time is $3.8/2\pi=0.6$ of a period. The damping is therefore only an estimate, and a small frequency shift may remain that this limit does not supply.

\textbf{Q:} Could I use the damping to detect a false mass signal?

\textbf{A:} It can reveal a dissipative load. In this model, however, a rigid film, a temperature change and a pressure-induced change of the bare resonance all give real shifts. Unchanged damping does not tell them apart.

\textbf{Q:} Then pressure hardly matters.

\textbf{A:} Its direct action on the quartz hardly matters. With a fractional coefficient $\beta=10^{-11}$ Pa$^{-1}$, the shift is $f_0\beta\Delta p=0.006$ Hz. But pressure can also change the force between crystal and mount. I describe this by a coefficient $\kappa$ of the particular sensor head. The model takes $\kappa=-0.005$ Hz/Pa, a value chosen for illustration. It gives $-0.500$ Hz for 100 Pa. The sum, $-0.494$ Hz, reads as $6.1$ ng/cm$^2$. For a real head $\kappa$ must be measured; a magnitude of only $0.8$ mHz/Pa would already imitate 1 ng/cm$^2$ in this dose.

Collecting the terms, with $K_p=f_0\beta+\kappa$, the apparent mass is
\begin{equation}
\Delta m_{\rm app}\equiv-\frac{\Delta f}{S}
=\Delta m-\frac{f_T\,\Delta T+K_p\,\Delta p}{S}. \label{eq:app}
\end{equation}
One measured number cannot fix three unknown changes.

\section{What the pulses did}

\textbf{Q:} Then what did pulse B do to the film?

\textbf{A:} It removed 5 ng/cm$^2$. In this model the mass changes are prescribed: $+40$ for A and $-5$ for B, in ng/cm$^2$. An inert pulse with the same pressure and heat exchange, but no reaction, reads $13.07+6.07\simeq19.1$ ng/cm$^2$. At the end of dose B you therefore expect about $-5+19.1=14.1$, and the record gives $13.5$. For A you expect $59.1$, and the record gives $58.5$. Your calculation for B had the wrong sign, although both the frequency and the sensitivity were right.

\textbf{Q:} Both readings are $0.6$ below your estimate.

\textbf{A:} That is the reaction heat, which the inert pulse lacks. Each reaction releases $E=2$ J/m$^2$: $200$ kJ/mol from $10$ $\mu$mol/m$^2$. If none escaped, the plate would warm by $E/C=3.0$ mK, worth $0.81$ ng/cm$^2$ of apparent loss. Some does escape before the reading. The release rate is $q=(E/t_r)e^{-t/t_r}$ with $t_r=0.2$ s, so the extra temperature $y$ obeys
\begin{equation}
\frac{dy}{dt}+\frac{y}{\tau_d}=\frac{E}{Ct_r}e^{-t/t_r},\qquad y(0)=0 .
\end{equation}
Try $y=B(e^{-t/\tau_d}-e^{-t/t_r})$, which vanishes at $t=0$. The left side becomes $B(1/t_r-1/\tau_d)e^{-t/t_r}$, so
\begin{equation}
B=\frac{E}{C}\,\frac{\tau_d}{\tau_d-t_r},\qquad
y(t_d)=\frac{E}{C}\,\frac{\tau_d}{\tau_d-t_r}\left(e_2-e^{-t_d/t_r}\right).
\end{equation}
The factor multiplying $E/C$ is $(6.315/6.115)\times0.7285=0.752$, so $y(t_d)=2.27$ mK. In the periodic state the step is smaller by $(1-e_1)/(1-e_1e_2)=0.983$, for the same reason as in Eq.~\eqref{eq:step}. That leaves $2.23$ mK, and dividing by $3.74$ mK per ng/cm$^2$ gives $0.60$ ng/cm$^2$.

\textbf{Q:} If the gas were hotter than the holder, would the false uptake become a false loss?

\textbf{A:} The thermal part would. With gas at $170\,^\circ$C the inert pulse gives a thermal part of $-13.5$ ng/cm$^2$. The pressure part is still $+6.1$, so the total is $-7.4$. The thermal part is slightly larger in size than before because the plate now idles at $150.8\,^\circ$C, where $f_T=22.5$ Hz/K, about 3\% more than at $149.2\,^\circ$C.

\section{Recovering the mass}

\textbf{Q:} How should I have read the record?

\textbf{A:} Equation~\eqref{eq:app} offers two ways: make $\Delta T$ and $\Delta p$ vanish between the readings, or measure their contribution.

For the first, compare the frequency just before a dose with that at the end of the following purge. The pressure has returned. In the periodic state the temperature has returned too, because A and B are given the same heat exchange and the same reaction heat. The integrated record then yields $40.00$ and $-5.00$ ng/cm$^2$. The plate need not have reached its steady purge temperature; it must have the same temperature at both readings. In a real crystal with gradients along the plate, the whole temperature distribution must be the same.

\textbf{Q:} And if A and B differ thermally?

\textbf{A:} Then the plate may start A and B at different temperatures, and the reading after half a cycle can be false. Compare equal phases of successive full cycles instead. Once temperature and pressure repeat, their terms cancel and, in this model, the net mass per cycle remains. A real film that grows under stress adds a shift that accumulates with its thickness and is not removed this way. It does not by itself give the separate changes in A and B.

The first cycles must be discarded. The plate starts at $x=0$, whereas in the periodic state each dose begins at
\begin{equation}
x_0=e_1\frac{D(1-e_2)+y(t_d)}{1-e_1e_2}.
\end{equation}
This is the earlier argument with the reaction heat added to the dose; the heat released after the dose is negligible. Here $D(1-e_2)=-49.7$ mK, so $x_0=0.0594\times(-49.7+2.3)/0.957=-2.9$ mK. That imitates $0.79$ ng/cm$^2$, and the first cycle indeed reads $35.79$ instead of $35.00$. A deviation from the periodic state is multiplied by $e_1e_2=0.043$ per pulse, so it dies out quickly. The sixth cycle reads $35.00$.

\textbf{Q:} Would averaging many cycles protect me from a slow drift of the holder?

\textbf{A:} No. A steady drift adds nearly the same error to every cycle, and the average keeps it. Here a plate temperature that drifts by $3.7$ mK per cycle biases the growth by 1 ng/cm$^2$ per cycle. Records without dosing before and after the run show the drift only at those times, so follow the head temperature during the run as well.

\textbf{Q:} And the second way, subtracting an inert pulse?

\textbf{A:} It gives $39.4$ for A and $-5.6$ for B, so the sign of B is recovered. The remaining error is the reaction heat just calculated. The inert pulse must reproduce both the pressure and the heat exchange. One that raised the pressure by 100 Pa but left $G_g$ at its purge value would remove the $6.1$ and leave the $13.1$ ng/cm$^2$. Pulse B would then still read as uptake.

\textbf{Q:} So my $1.10$ Hz was a sound measurement of frequency.

\textbf{A:} Yes. To call it a mass you also needed the temperature and pressure terms at the same two moments. The numerical output lists the inputs and all the readings used here.

\section*{Numbers as computed}
\begin{verbatim}
Crystal frequency: 6.0 MHz
Quartz density, shear modulus: 2650 kg/m^3, 2.950e+10 Pa
Quartz shear impedance: 8.8417e+06 kg/(m^2 s)
Plate thickness: 278.0 um
Mass sensitivity S: 0.08143 Hz/(ng/cm^2)
Plate test, all loads, eigenproblem: -21.442+21.602j Hz
Plate test, all loads, formula: -21.433+21.601j Hz
Thermal coefficients a, c: -1.0e-06 /K, 1.0e-10 /K^3
Reference, turnover temperature: 25.0, 82.7 degC
Frequency slope at 50 degC: -4.875 Hz/K
Frequency slope at idle temperature: 21.780 Hz/K
Temperature change equal to 1 ng/cm^2: 3.739 mK
Holder, gas, warm gas: 150.0, 130.0, 170.0 degC
Conductance holder, purge, dose: 100.0, 4.0, 5.0 W/(m^2 K)
Quartz heat capacity, conductivity: 900.0 J/(kg K), 6.0 W/(m K)
Heat capacity per area: 663.1 J/(m^2 K)
Dose, purge, reaction time: 2.0, 18.0, 0.2 s
Thermal time in purge, dose: 6.376, 6.315 s
Decay factors e1 (purge), e2 (dose): 0.05943, 0.72856
Steady temperature purge, dose: 149.2308, 149.0476 degC
Steady temperature change D: -0.1832 K
First dose step, one-temperature model: -0.04971 K
First dose step, resolved thickness: -0.04975 K
Periodic dose step, formula: -0.04888 K
Periodic dose step, integration: -0.04888 K
Purge pressure, dose rise: 100, 100 Pa
Intrinsic pressure coefficient: 1.0e-11 /Pa
Intrinsic pressure shift: 0.0060 Hz
Mounting coefficient: -0.0050 Hz/Pa
Mounting pressure shift: -0.500 Hz
Pressure coefficient faking 1 ng/cm^2: 0.814 mHz/Pa
Gas molar mass, viscosity: 0.028 kg/mol, 2.0e-05 Pa s
Angular frequency times viscosity over pressure: 3.770 (no unit)
Collisionless gas damping at dose pressure: 0.0486 Hz
Blank apparent mass, thermal part: 13.072 ng/cm^2
Blank apparent mass, pressure part: 6.066 ng/cm^2
Blank apparent mass, total record: 19.131 ng/cm^2
Warm-gas blank, thermal part: -13.495 ng/cm^2
Warm-gas blank, total record: -7.429 ng/cm^2
True mass change A, B: 40.0, -5.0 ng/cm^2
Dose-end apparent mass A, B: 58.533, 13.535 ng/cm^2
Dose-end frequency step A, B: -4.767, -1.102 Hz
Purged apparent mass A, B: 40.000, -5.000 ng/cm^2
Blank-corrected mass A, B: 39.402, -5.596 ng/cm^2
Reaction heat, sites: 200 kJ/mol, 10 umol/m^2
Reaction heat per area: 2.000 J/m^2
Largest reaction temperature rise: 3.016 mK
Largest reaction-heat mass error: 0.807 ng/cm^2
Net apparent mass, first cycle: 35.787 ng/cm^2
Net apparent mass, sixth cycle: 35.000 ng/cm^2
True net mass per cycle: 35.000 ng/cm^2
\end{verbatim}
